# The acoustic plasmon of two parallel graphene sheets

## Definitions and conventions

Two identical, flat, unbounded graphene sheets lie in vacuum at \(z=0\) and \(z=d\). All oscillating quantities vary as \(e^{i(qx-\omega t)}\), with \(q>0\) real. On sheet \(j=1,2\), \(\rho_j\) is the amplitude of the charge per area, \(J_j\) that of the current per length along \(x\), and \(\phi_j\) that of the potential.

Each sheet obeys Ohm's law \(J=\sigma E_x\) with the lossless Drude conductivity

\[
\sigma(\omega)=\frac{iD}{\omega},\qquad D>0 .
\]

The Drude weight \(D\) has the unit S/s. The conductivity is local: it does not depend on \(q\). In the nonretarded limit the electric field is \(\mathbf E=-\nabla\phi\), so \(E_x=-iq\phi\). Later stages relax, one at a time, the assumptions of vacuum surroundings, no retardation, no loss and a local response.

## Stage 1: one sheet

Charge conservation, \(\partial_t\rho+\partial_xJ=0\), gives \(-i\omega\rho+iqJ=0\), or \(\rho=qJ/\omega\). Ohm's law gives

\[
J=\frac{iD}{\omega}(-iq\phi)=\frac{Dq}{\omega}\phi
\quad\Longrightarrow\quad
\rho=\frac{Dq^2}{\omega^2}\,\phi. \tag{1}
\]

The positive sign matters. Freely accelerated carriers are displaced against the oscillating force, so positive charge gathers where the potential is positive. The charge can then sustain its own potential.

Away from the sheet, Poisson's equation reads \(\phi''-q^2\phi=0\). The solution that is continuous and decays on both sides is \(\phi_0e^{-q|z|}\). Its slope changes by \(-2q\phi_0\) across the sheet, and Gauss's law, \(-\varepsilon_0[\phi'(0^+)-\phi'(0^-)]=\rho\), gives

\[
\phi(z)=\frac{\rho}{2\varepsilon_0q}e^{-q|z|}. \tag{2}
\]

Inserting \(\phi_0=\rho/(2\varepsilon_0q)\) in (1) yields \(\omega^2=Dq/(2\varepsilon_0)\). A single sheet has a square-root dispersion, not an acoustic one.

## Stage 2: two sheets

Potentials add, so with \(t=e^{-qd}\) equations (1) and (2) give

\[
\rho_1=\frac{Dq}{2\varepsilon_0\omega^2}(\rho_1+t\rho_2),\qquad
\rho_2=\frac{Dq}{2\varepsilon_0\omega^2}(\rho_2+t\rho_1).
\]

Adding and subtracting them decouples the pair:

\[
(\rho_1\pm\rho_2)\left[1-\frac{Dq(1\pm t)}{2\varepsilon_0\omega^2}\right]=0 .
\]

A mode with \(\rho_1=\rho_2\) needs the upper bracket to vanish, and one with \(\rho_1=-\rho_2\) the lower:

\[
\omega_\pm^2=\frac{Dq}{2\varepsilon_0}\left(1\pm e^{-qd}\right). \tag{3}
\]

For \(qd\to\infty\) both frequencies return to the single-sheet result. For \(qd\to0\) the upper one becomes \(\omega_+^2=Dq/\varepsilon_0\), the result for one sheet of Drude weight \(2D\). The lower one needs a closer look, because its bracket vanishes.

## Stage 3: the acoustic limit

Let \(x=qd\) and define

\[
v=\sqrt{\frac{Dd}{2\varepsilon_0}},\qquad R(x)=\frac{1-e^{-x}}{x}.
\]

Then (3) reads \(\omega_-^2=v^2q^2R(x)\). Since \(R(x)=\int_0^1e^{-xs}\,ds\) and \(1-xs\le e^{-xs}\le1\), integration gives \(1-x/2\le R\le1\). Hence, for \(x\le2\),

\[
\sqrt{1-\frac{qd}{2}}\;\le\;\frac{\omega_-}{vq}\;\le\;1 .
\]

Both sides tend to 1, which proves

\[
\boxed{\;\omega_-\to q\sqrt{\frac{Dd}{2\varepsilon_0}}\qquad(qd\to0)\;}
\]

Expanding \(R=1-x/2+O(x^2)\) and taking the root gives the first correction, \(\omega_-=vq[1-qd/4+O(q^2d^2)]\).

## Stage 4: the capacitor picture, and other dielectrics

Let the gap have relative permittivity \(\varepsilon_g\) and both outer half-spaces \(\varepsilon_o\), each constant. For opposite charges the potential is odd about the midplane. With \(\zeta=z-d/2\) and \(u=qd/2\), it is \(\phi_0\sinh(q\zeta)/\sinh u\) in the gap and \(\phi_0e^{-q(\zeta-d/2)}\) above the upper sheet. Gauss's law at that sheet gives

\[
\rho=\varepsilon_0\left[\varepsilon_g\phi'_{\rm gap}-\varepsilon_o\phi'_{\rm out}\right]
=\varepsilon_0q\phi_0\left(\varepsilon_g\coth u+\varepsilon_o\right),
\]

and (1) turns this into

\[
\omega_-^2=\frac{Dq}{\varepsilon_0\left[\varepsilon_o+\varepsilon_g\coth(qd/2)\right]}. \tag{4}
\]

In vacuum \(1+\coth u=2/(1-e^{-2u})\), which recovers (3). For small \(qd\), \(\coth u\approx2/(qd)\), so

\[
\omega_-^2\approx\frac{v^2q^2}{\varepsilon_g}\,\frac{1}{1+\varepsilon_oqd/(2\varepsilon_g)} .
\]

For unbounded outer media, the limiting speed \(v/\sqrt{\varepsilon_g}\) does not contain \(\varepsilon_o\). (Metal gates at a distance \(L\) outside both sheets replace \(\varepsilon_o\) by \(\varepsilon_o\coth qL\), and the speed at \(q\to0\) becomes \(v/\sqrt{\varepsilon_g+\varepsilon_od/(2L)}\), which does contain it.) Reaching it requires both \(qd\ll1\) and \(\varepsilon_oqd\ll2\varepsilon_g\), and the second condition does contain \(\varepsilon_o\).

The energy of the field shows why. In vacuum its density is proportional to \(\phi'^2+q^2\phi^2\), which equals \((\phi\phi')'\) because \(\phi''=q^2\phi\). The integral over the gap is therefore \(2q\phi_0^2\coth u\), and over the two outer regions together \(2q\phi_0^2\). The share in the gap is

\[
\frac{\coth u}{1+\coth u}=\frac{\cosh u}{e^u}=\frac{1+e^{-qd}}2\;\to\;1 .
\]

Locally the sheets act as capacitor plates with voltage \(2\phi_0\) and charge \(\rho=2\varepsilon_0\phi_0/d\). Putting this charge in (1) gives \(\omega^2=Dq^2d/(2\varepsilon_0)\) at once. The missing power of \(1/q\), compared with a single sheet, comes from this confinement of the field.

## Stage 5: retardation

Now keep the full Maxwell equations in vacuum, for fields \(E_x,E_z,H_y\). Between sheets \(H_y''=\kappa^2H_y\), with \(\kappa=\sqrt{q^2-\omega^2/c^2}\) real for a bound mode. The \(x\) component of \(\nabla\times\mathbf H=-i\omega\varepsilon_0\mathbf E\) is \(H_y'=i\omega\varepsilon_0E_x\), and a sheet current makes the jump \(H_y(0^-)-H_y(0^+)=J\). Continuity of \(E_x\) makes \(H_y'\) continuous. One sheet therefore produces

\[
H_y=-\operatorname{sgn}(z)\frac J2e^{-\kappa|z|},\qquad
E_x=\frac{\kappa J}{2i\omega\varepsilon_0}e^{-\kappa|z|}.
\]

Adding the fields of both sheets and using \(J_1=(iD/\omega)E_x\) at the first,

\[
J_1=\frac{D\kappa}{2\varepsilon_0\omega^2}\left(J_1+e^{-\kappa d}J_2\right),
\]

with the same equation under \(1\leftrightarrow2\). This is Stage 2 with \(q\) replaced by \(\kappa\). For \(\kappa d\ll1\) the odd mode obeys \(\omega^2=v^2\kappa^2=v^2(q^2-\omega^2/c^2)\), so

\[
\omega=\frac{vq}{\sqrt{1+v^2/c^2}} .
\]

The mode remains acoustic and its speed stays below \(c\), even if \(v>c\). The nonretarded speed is recovered for \(v\ll c\). Making \(q\) smaller does not remove this correction, because it depends on \(v/c\).

## Stage 6: loss

With \(\sigma=iD/(\omega+i\gamma)\), Ohm's law gives \(J=Dq\phi/(\omega+i\gamma)\), while \(\rho=qJ/\omega\) is unchanged. Thus \(\omega^2\) in the nonretarded mode condition becomes \(\omega(\omega+i\gamma)\):

\[
\omega^2+i\gamma\omega-\omega_-^2=0
\quad\Longrightarrow\quad
\omega=-\frac{i\gamma}{2}\pm\sqrt{\omega_-^2-\frac{\gamma^2}{4}} .
\]

For \(\gamma\to0\) the lossless mode returns. Oscillation requires \(\omega_->\gamma/2\), or \(q>\gamma/(2v)\) within the linear law. At much smaller \(q\) the slow root is \(\omega\approx-iv^2q^2/\gamma\): opposite charges then spread by diffusion, with coefficient \(v^2/\gamma\) for the local conductivity used here. With loss, the acoustic law thus does not hold down to \(q=0\). It holds in the window \(\gamma/(2v)\ll q\ll1/d\), which exists only if \(\gamma d\ll v\).

## Stage 7: carriers that move at a finite speed

A local conductivity ignores how far carriers travel during a cycle. In doped graphene they have speed \(v_F\) and direction \(\theta\). Take electrons of charge \(-e\) at zero temperature, without collisions, with \(q\) far below the Fermi wavevector. The force is \(-eE_x=ieq\phi\), and the linear Boltzmann equation for the change \(f_1\) of the occupation \(f_0\) is

\[
-i(\omega-qv_F\cos\theta)f_1+ieq\phi\,v_F\cos\theta\,\frac{\partial f_0}{\partial E}=0 .
\]

Solve for \(f_1\), use \(\partial f_0/\partial E=-\delta(E-E_F)\), sum over states and multiply by \(-e\). With \(w=\omega/(qv_F)\) and angular brackets for the average over \(\theta\),

\[
\rho=e^2N_0\phi\left\langle\frac{\cos\theta}{w-\cos\theta}\right\rangle,\qquad
N_0=\frac{2E_F}{\pi\hbar^2v_F^2}. \tag{5}
\]

Here \(N_0\) is the density of states: with two spins and two valleys the carrier density is \(n=k_F^2/\pi=E_F^2/(\pi\hbar^2v_F^2)\), and \(N_0=dn/dE_F\).

For \(w\gg1\) the average is \(\langle\cos\theta\rangle/w+\langle\cos^2\theta\rangle/w^2=1/(2w^2)\) to leading order. Comparison with (1) gives the Drude weight

\[
D=\frac{e^2N_0v_F^2}{2}=\frac{e^2E_F}{\pi\hbar^2}.
\]

For any \(w>1\), the substitution \(\tau_\theta=\tan(\theta/2)\) gives

\[
\left\langle\frac1{w-\cos\theta}\right\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{d\tau_\theta}{(w-1)+(w+1)\tau_\theta^2}
=\frac1{\sqrt{w^2-1}},
\]

so the average in (5) is \(w/\sqrt{w^2-1}-1\). For the odd mode \(\phi_1=\rho_1(1-e^{-qd})/(2\varepsilon_0q)=\rho_1Rd/(2\varepsilon_0)\). With \(e^2N_0=2D/v_F^2\) and \(s=v/v_F\), (5) becomes

\[
1=2s^2R\left(\frac{w}{\sqrt{w^2-1}}-1\right).
\]

Set \(a=1/(2s^2R)\). Then \(w^2=(1+a)^2(w^2-1)\), and

\[
\frac{\omega}{q}=v_F\frac{1+a}{\sqrt{a(2+a)}} . \tag{6}
\]

Since \((1+a)^2=1+a(2+a)\), this phase speed exceeds \(v_F\). This is a property of the collisionless model. If momentum-conserving electron–electron collisions are much faster than \(\omega\), then \(w^2=s^2R+1/2\), which can lie below 1. For \(R=1\) and large \(s\), expansion gives \(w^2=s^2+3/4+O(s^{-2})\), a relative increase of about \(3/(8s^2)\) over the local speed. The local law therefore needs \(v\gg v_F\) as well as \(v\ll c\).

## Worked example: a 10 nm gap

Take \(E_F=0.3\) eV, \(d=10\) nm, mobility \(\mu_m=10^4\) cm²/Vs, temperature 300 K and the rough value \(v_F=10^6\) m/s. Then \(D=3.531\times10^{10}\) S/s, the carrier density is \(6.6\times10^{12}\) cm⁻², and

\[
v=\sqrt{\frac{(3.531\times10^{10})(10^{-8})}{2(8.854\times10^{-12})}}\ \text{m/s}
=4.47\times10^6\ \text{m/s}.
\]

So \(v/c=0.0149\) and \(v/v_F=4.47\): the speed lies between the two limits. At \(q=0.01\) nm⁻¹, where \(qd=0.1\), the linear law gives \(\hbar vq=29.4\) meV. The factor \(\sqrt{R}=0.9755\) lowers this to 28.7 meV; the estimate \(1-qd/4=0.975\) agrees. The gap holds 95% of the field energy.

The thermal energy is \(k_BT=25.9\) meV, so the Bose occupation of the acoustic mode is \(1/(e^{28.67/25.85}-1)\approx0.49\). With the Drude conductivity, the in-phase mode at the same \(q\) lies at 128 meV and has an occupation of about 0.007; interband polarization would lower this energy by about 2%. The acoustic branch is thus thermally accessible here. This alone does not give the heat exchanged by two sheets at different temperatures, which would also require the losses and an integral over \(q\) and \(\omega\).

## What the example leaves out

The shifts below are relative changes of frequency at \(qd=0.1\), unless stated otherwise, with one effect changed at a time.

**Retardation and loss.** Retardation lowers the frequency by 0.01%. The scattering time is \(\tau=\mu_mE_F/(ev_F^2)=0.3\) ps, and \(\gamma=1/\tau\). Both \(\tau\) and the carrier density scale as \(1/v_F^2\), whereas \(D\) at fixed \(E_F\) does not depend on \(v_F\): with \(v_F=0.87\times10^6\) m/s they become 0.39 ps and \(8.7\times10^{12}\) cm⁻². Then \(\omega_-\tau=13.1\), and the shift is about \(-1/(8\omega_-^2\tau^2)=-0.07\%\). The linear law sets the threshold of oscillation at \(q=3.7\times10^{-4}\) nm⁻¹, well below the chosen \(q\).

**Nonlocal response.** In the limit \(qd\to0\), (6) raises the speed by 1.9%; this assumes collisionless motion, and frequent momentum-conserving collisions would give 1.2% instead. With finite \(qd\) included, it gives 29.2 meV. This is close to the linear law's 29.4 meV because two corrections of opposite sign largely cancel, leaving about \(-0.5\%\). With \(E_F\) fixed and a 1 nm gap, the increase at \(qd\to0\) is 18% for sheets of zero thickness; spreading the charge of each sheet over about 0.3 nm lowers the speed at this gap by roughly 4%. The local speed would equal \(v_F\) at a gap of 0.50 nm, where the local law has failed.

**Temperature.** At finite temperature \(-\partial f_0/\partial E\) replaces the delta function, so \(D(T)/D(0)=\int|E|(-\partial f_0/\partial E)\,dE/E_F\). When \(k_BT\ll E_F\), this is \(\mu/E_F\), with \(\mu\) the chemical potential, since the weight is symmetric about \(\mu\). The number of states between 0 and \(E\) grows as \(E^2\), so integration by parts makes the carrier density proportional to the mean of \(E^2\) under this weight. The variance of the weight is \(\pi^2(k_BT)^2/3\), so fixed carrier density requires \(\mu^2+\pi^2(k_BT)^2/3=E_F^2\), or \(\mu/E_F\approx1-\pi^2(k_BT/E_F)^2/6\). The frequency, proportional to \(\sqrt D\), falls by 0.6%.

**Interband polarization.** Take the clean, zero-temperature absorption step \(\operatorname{Re}\sigma=e^2/(4\hbar)\) above \(\hbar\omega=2E_F\). The Kramers–Kronig relation gives

\[
\operatorname{Im}\sigma_{\rm inter}=-\frac{2\omega}{\pi}\frac{e^2}{4\hbar}\int_{2E_F/\hbar}^{\infty}\frac{d\omega'}{\omega'^2-\omega^2}
=-\frac{e^2}{4\pi\hbar}\ln\frac{2E_F+\hbar\omega}{2E_F-\hbar\omega}.
\]

Divided by \(D/\omega\), this is about \(-(\hbar\omega/E_F)^2/4\). Half of that, because \(\omega\propto\sqrt D\), is a shift of \(-0.11\%\).

**Tunnelling.** For a rough vacuum barrier \(\Phi=4.5\) eV, the exponent \(2d\sqrt{2m_e\Phi}/\hbar\) is 217. Direct tunnelling is negligible at 10 nm.

**Real supports.** The example has vacuum inside and outside the pair, which is an idealization. The doping charge must be balanced by gates or dopants; if one sheet carried electrons and the other holes, the static field across the empty gap would be 1.2 V/nm and the attractive pressure about 6 MPa. A real sheet usually rests on a dielectric. With \(\varepsilon_o=4\) on both outer sides and the gap still empty, (4) lowers the frequency by 6.5%, more than any effect sized above for the 10 nm gap. Filling the gap, as layered devices do, matters far more: with \(\varepsilon_g=\varepsilon_o=4\), (4) halves the frequency, and the nonlocal increase then grows to about 8%. The permittivity of a polar dielectric also varies with frequency near its lattice vibrations, so a constant \(\varepsilon_o\) gives a scale, not a prediction; their coupling to the plasmon is not included. The values behind these estimates are collected in the numerical output.

## Calculated quantities

```
Fermi energy: 0.3 eV
gap d: 10 nm
q d: 0.1
wavevector q: 0.01 1/nm
temperature: 300 K
Fermi velocity (rough): 1e+06 m/s
mobility: 10000 cm2/Vs
Drude weight D: 3.531e+10 S/s
carrier density: 6.612e+12 1/cm2
acoustic speed v: 4.466e+06 m/s
v / c: 0.0149
v / Fermi velocity: 4.466
acoustic energy, linear law: 29.39 meV
acoustic energy, full q d: 28.67 meV
optical mode energy: 128.3 meV
thermal energy kT: 25.85 meV
full / linear frequency: 0.97551
1 - q d/4: 0.975
lower bound of ratio: 0.97468
field energy in gap: 95.24 %
Relative frequency shifts from neglected effects:
finite q d: -2.45 %
retardation: -0.0103 %
scattering loss: -0.0732 %
nonlocal response, 10 nm gap: 1.87 %
nonlocal response, 1 nm gap: 17.9 %
thermal smearing: -0.616 %
interband polarization: -0.114 %
outer relative permittivity: 4
outer dielectric: -6.45 %
energy, full q d and nonlocal: 29.24 meV
gap where v = Fermi velocity: 0.501 nm
scattering time: 0.3 ps
omega times scattering time: 13.1
least q for oscillation, linear law: 0.000373 1/nm
tunnel barrier (rough): 4.5 eV
tunnelling exponent 2 kappa d: 217
```
